# Gauss-Mehler quadrature of the scattering angle for screened potentials

An ion-implantation calculation that treats the motion as a series of binary collisions needs a scattering angle for each one, or a table of angles prepared beforehand. The implementer must decide how many potential evaluations to spend on each angle. For a 20 keV silver atom striking a silver atom at an impact parameter of 0.5 Å, four quadrature nodes leave an error of $3\times10^{-5}$ rad if the singularity at closest approach is built into the rule. A uniform midpoint rule that ignores the singularity leaves 0.35 rad with the same number. The same four nodes are not safe for every collision, because the tail of the potential controls the remaining error.

## The integral and its singular factor

Let $V(r)$ be a smooth, repulsive central potential that decreases strictly to zero at infinity. Let $E>0$ be the centre-of-mass energy, $b>0$ the impact parameter and $v$ the initial relative speed. The collision is classical and elastic. Conservation of energy and angular momentum gives

$$\dot r^2=v^2h(r),\qquad \dot\chi=\frac{vb}{r^2},\qquad h(r)=1-\frac{V(r)}E-\frac{b^2}{r^2},$$

where $\chi$ is the polar angle. Both subtracted terms decrease with $r$, so $h$ increases. Since $h(b)=-V(b)/E<0$ and $h(\infty)=1$, there is one closest approach $r_0>b$, with $h(r_0)=0$. Dividing $\dot\chi$ by $\dot r$ gives the angle swept on the way out. The way in sweeps the same angle, and an undeflected path sweeps $\pi$ in total, so

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{h(r)}}.$$

Put $u=r_0/r$ and $p=b/r_0$. Then $dr/r^2=-du/r_0$, and reversing the limits removes the minus sign:

$$\theta=\pi-2p\int_0^1\frac{du}{\sqrt{g(u)}},\qquad g(u)=1-\frac{V(r_0/u)}E-p^2u^2 .$$

The turning-point condition is $g(1)=0$. Subtracting this zero gives

$$g(u)=g(u)-g(1)=\frac{V(r_0)-V(r_0/u)}E+p^2(1-u^2)=(1-u^2)G(u),$$

$$G(u)=p^2+D(u),\qquad D(u)=\frac{V(r_0)-V(r_0/u)}{E(1-u^2)} .$$

For $u<1$ the distance $r_0/u$ exceeds $r_0$, hence $D>0$ and $G>p^2$. At the endpoint, $V(r_0/u)\approx V(r_0)+(1-u)r_0V'(r_0)$ and $1-u^2\approx2(1-u)$, so

$$G(1)=p^2-\frac{r_0V'(r_0)}{2E}.$$

This is finite and positive because $V'\le0$ and $p>0$. The singularity is therefore the factor $(1-u^2)^{-1/2}$, and $F=G^{-1/2}$ is regular at closest approach.

## The rule

With $u=\cos\varphi$, the factor cancels against the Jacobian:

$$\int_0^1\frac{F(u)\,du}{\sqrt{1-u^2}}=\int_0^{\pi/2}F(\cos\varphi)\,d\varphi .$$

Use $m$ equal cells of width $\pi/(2m)$ and evaluate at their centres:

$$\varphi_i=\frac{(2i-1)\pi}{4m},\quad u_i=\cos\varphi_i,\qquad
\theta_m=\pi\left[1-\frac pm\sum_{i=1}^mF(u_i)\right].$$

This is the Gauss-Mehler rule with $2m$ nodes on $[-1,1]$, applied to the even function $F(|u|)$; symmetry halves the work.

To see what it integrates without error, apply it to $\cos2k\varphi$. With $\alpha=k\pi/(2m)$,

$$\sum_{i=1}^m\cos[(2i-1)\alpha]=\frac{\sin2m\alpha}{2\sin\alpha}=\frac{\sin k\pi}{2\sin\alpha}.$$

This vanishes, as the integral does, unless $k$ is zero or a multiple of $2m$. An even polynomial in $u$ of degree $2k$ contains cosines up to $\cos2k\varphi$, so the rule is exact through degree $4m-2$. A test with $m=3$ confirms exactness through degree 10 and failure at degree 12.

For a weak deflection, $\theta_m$ in the form above subtracts two nearly equal numbers. Since $G-p^2=D$,

$$1-\frac p{\sqrt G}=\frac{\sqrt G-p}{\sqrt G}=\frac{D}{\sqrt G(\sqrt G+p)},$$

and therefore

$$\theta_m=\frac\pi m\sum_{i=1}^m\frac{D_i}{\sqrt{G_i}\,(\sqrt{G_i}+p)} .$$

All terms are positive, so the final subtraction is gone. The two forms are algebraically identical; the numerical values quoted here were computed with the first.

In the weak-scattering limit $r_0\to b$ and $p,G\to1$, the sum tends to

$$\theta\approx\frac1E\int_0^{\pi/2}\frac{V(b)-V(b/\cos\varphi)}{\sin^2\varphi}\,d\varphi .$$

For $V=C/r$ the integrand is $(C/b)/(1+\cos\varphi)$, whose integral is $C/b$. The result $\theta\approx C/(Eb)$ is the small-angle Rutherford value.

## Pseudocode

```
function scattering_angle(V, E, b, m):
    if b == 0: return pi    # head-on; assumes V(r) > E at small r
    hi = 2*b
    while 1 - V(hi)/E - (b/hi)^2 <= 0: hi = 2*hi
    r0 = bracketed root of 1 - V(r)/E - (b/r)^2 on [b, hi]
    p = b/r0;  V0 = V(r0);  total = 0
    for i = 1..m:
        phi = (2*i - 1)*pi/(4*m)
        D = (V0 - V(r0/cos(phi))) / (E*sin(phi)^2)
        s = sqrt(p*p + D)
        total = total + D/(s*(s + p))
    return pi*total/m
```

The angles $\varphi_i$ do not depend on the collision, so their sines and cosines can be stored. The quadrature costs $m+1$ potential evaluations beyond the root search. For a potential with four exponential terms this is $4(m+1)$ evaluations of the exponential function.

Refinement by a factor of three reuses the old nodes: $(2i-1)\pi/(4m)=(6i-3)\pi/(12m)$, and $6i-3$ is odd, so each old centre is also a new one. Doubling does not have this property. The difference between two levels is an error estimate, not a bound, because errors of equal sign partly cancel in it.

## What controls convergence

The singularity has been removed at $u=1$. At the other end, $u=0$ is infinite distance, and the even reflection $F(|u|)$ may be rough there even when $F$ is smooth on $[0,1]$.

Write $F(|\cos\varphi|)=a_0+\sum_{k\ge1}a_k\cos2k\varphi$. The exact angle is $\theta=\pi-\pi pa_0$. The rule confuses frequency $4ml$ with a constant of sign $(-1)^l$, because $\cos(4ml\varphi_i)=\cos[(2i-1)l\pi]=(-1)^l$. Thus

$$\theta_m-\theta=-\pi p\sum_{l\ge1}(-1)^la_{2ml}.$$

Set $N=4m$ and $\varphi=\pi/2-\psi$. Since $lN\pi/2$ is a multiple of $2\pi$,

$$a_{2ml}=\frac4\pi\int_0^{\pi/2}F(\sin\psi)\cos(lN\psi)\,d\psi .$$

### Bare Coulomb repulsion

For $V=C/r$ let $A=C/(Er_0)$. Then $D=A(1-u)/(1-u^2)=A/(1+u)$. The turning-point condition $p^2+A=1$ gives $G(0)=1$; also $G'(0)=-A$, so $F'(0)=A/2$. The reflected function has a kink.

Integrate by parts twice with $\omega=lN$. The first boundary term vanishes because $\sin(\omega\pi/2)=0$. In the second, $dF/d\psi=F'(u)\cos\psi$ is zero at $\pi/2$ and $A/2$ at zero. To leading order the integral is $-A/(2\omega^2)$, so $a_{2ml}\approx-2A/(\pi l^2N^2)$. With $\sum_{l\ge1}(-1)^l/l^2=-\pi^2/12$,

$$\theta_m-\theta\approx\frac{2pA}{16m^2}\left(-\frac{\pi^2}{12}\right)=-\frac{\pi^2pA}{96m^2}.$$

The exact angle follows by completing the square in $g=1-Au-p^2u^2$:

$$p\int_0^1\frac{du}{\sqrt g}=\left[\arcsin\frac{pu+A/(2p)}{\sqrt{1+A^2/(4p^2)}}\right]_0^1=\frac\pi2-\arctan\frac A{2p}.$$

At the upper limit the argument is one because $p^2+A=1$. Hence $\theta=2\arctan[C/(2Eb)]$. For $C/E=b=1$, $r_0=1.618$ and $p=A=0.618$. At $m=32$ the predicted error is $-3.8349\times10^{-5}$ rad; the actual error is $-3.8347\times10^{-5}$ rad. Removing the endpoint singularity has not made this convergence fast.

### Exponential screening

Now take

$$V(r)=\frac Cr\sum_jc_je^{-k_jr},\qquad \kappa_j=k_jr_0,\qquad
w(u)=\frac{V(r_0/u)}E=Au\sum_jc_je^{-\kappa_j/u}.$$

For $\kappa_j>0$, $w$ and all its derivatives vanish as $u\to0^+$. The reflected function is smooth but not analytic at zero. Its behaviour there follows from $F=\sqrt{1-u^2}\,(1-p^2u^2-w)^{-1/2}$:

$$F=\sqrt{\frac{1-u^2}{1-p^2u^2}}+\frac w2\frac{\sqrt{1-u^2}}{(1-p^2u^2)^{3/2}}+O(w^2).$$

To find the leading coefficient $a_{2m}$, write the cosine as the real part of $e^{iN\psi}$. Move the path from $[0,\pi/2]$ up the line $\psi=iy$, across at height $\eta$, and down the line $\psi=\pi/2+iy$, assuming that no zero of $G$ lies in this strip. The crossing contributes $O(e^{-N\eta})$. On the right line $u=\cosh y$ and $F$ are real, while $d\psi$ is imaginary and $e^{iN\pi/2}=1$, so the real part vanishes. On the left line $u=i\sinh y$; the first term of $F$ depends on $u^2$, is real, and drops out likewise. What remains comes from $w$. At large $N$ small $\psi$ dominates, where $\sin\psi\approx\psi$ and the factor multiplying $w/2$ is close to one:

$$a_{2m}\approx\frac{2A}\pi\,\mathrm{Re}\sum_jc_jJ_j,\qquad J_j=\int x\,e^{-\kappa_j/x+iNx}\,dx .$$

The path runs from zero to infinity in the upper right quadrant. To evaluate $J_j$, first replace $-iN$ by $\gamma>0$ and put $x=\sqrt{\kappa/\gamma}\,e^s$. Then $x\,dx=(\kappa/\gamma)e^{2s}ds$ and the exponent is $-2\sqrt{\kappa\gamma}\cosh s$, so

$$J=\frac{2\kappa}\gamma\int_0^\infty\cosh(2s)\,e^{-2\sqrt{\kappa\gamma}\cosh s}\,ds=\frac{2\kappa}\gamma K_2(2\sqrt{\kappa\gamma}),$$

where $K_2$ is the modified Bessel function defined by this integral. Continuation to $\gamma=-iN$ turns $1/\gamma$ into $i/N$ and $\sqrt\gamma$ into $\sqrt N e^{-i\pi/4}$. The leading alias $l=1$ gives $\theta_m-\theta\approx\pi pa_{2m}$, hence

$$\theta_m-\theta\approx\mathrm{Re}\sum_j4pAc_j\frac{i\kappa_j}{N}K_2\!\left(2\sqrt{\kappa_jN}\,e^{-i\pi/4}\right).$$

For large argument $K_2(z)\approx\sqrt{\pi/(2z)}\,e^{-z}$. Here $z=\sqrt{2\kappa N}(1-i)$, so each term oscillates while its size falls as

$$e^{-\sqrt{2\kappa N}}=e^{-\sqrt{8\kappa m}},$$

apart from a power of $m$. The smallest $\kappa$ dominates eventually. This is root-exponential convergence: faster than any inverse power of $m$, slower than a geometric sequence.

If $\kappa N\ll1$, then $K_2(z)\approx2/z^2$ and each term becomes $-2pAc_j/N^2$. This is the first alias term of the Coulomb law. Weakly screened collisions therefore begin with Coulomb-like convergence and accelerate later.

For one exponential with $C/E$, $b$ and the screening length all equal to one, the prediction at $m=32$ is $1.995\times10^{-10}$ rad and the actual error is $1.977\times10^{-10}$ rad. At $m=16$ they are $-1.07\times10^{-8}$ and $-0.95\times10^{-8}$ rad, so the neglected corrections are visible there.

### Two power laws without a kink

For $V\propto r^{-2}$, set $q=V(r_0)/E=1-p^2$. Then $D=q(1-u^2)/(1-u^2)=q$ and $G=1$, so a single node gives the exact angle $\pi(1-p)$.

For $V\propto r^{-4}$, $D=q(1+u^2)$ and $G=1+qu^2$. The reflected function is analytic on the real axis. Its nearest singularities are at $u=\pm i/\sqrt q$, or $\psi=\pm i\eta$ with $\sinh\eta=1/\sqrt q$. An inverse-square-root branch point at that height gives coefficients proportional to $N^{-1/2}e^{-N\eta}$, so convergence is geometric. For $q=0.5$ the predicted error ratio between $m=3$ and $m=2$ is $e^{-4\eta}\sqrt{2/3}=0.00833$; the measured ratio is 0.00842.

## Silver on silver at 20 keV

The Ziegler-Biersack-Littmark universal potential has $k_j=d_j/a$, with four weights $c_j$ and decay numbers $d_j$ listed in the program. For two silver atoms, $Z=47$ and

$$a=\frac{0.8854\,a_0}{2Z^{0.23}}=0.09663\ \text{Å},\qquad C=\frac{Z^2e^2}{4\pi\varepsilon_0}=31.809\ \text{keV Å},$$

where $a_0$ is the Bohr radius. With equal masses $M$ and a target at rest, the reduced mass is $M/2$, so $E=E_{\rm lab}/2=10$ keV.

For $b=0.5$ Å the root is $r_0=0.56329$ Å, hence $p=0.887641$. As a check, $p^2=0.787907$ and $V(r_0)/E=0.212093$ add to one. The four nodes give:

| $u_i$ | $F(u_i)$ |
|---|---|
| 0.980785 | 0.940688 |
| 0.831470 | 0.950275 |
| 0.555570 | 0.971009 |
| 0.195090 | 0.995870 |

Their mean is 0.964461, so

$$\theta_4=\pi(1-0.887641\times0.964461)=0.45209\ \text{rad}.$$

The converged value is 0.45212 rad, or 25.90°. The smooth function varies by about 6% across these nodes.

In the centre-of-mass frame the target's speed is $v/2$ before and after, and its velocity turns by $\theta$. The velocity change has magnitude $2(v/2)\sin(\theta/2)$, which is the target's final laboratory speed. The transferred energy is

$$T=E_{\rm lab}\sin^2\frac\theta2=20\sin^2(0.22606)=1.005\ \text{keV}.$$

Differentiation gives $\delta T/T=\cot(\theta/2)\,\delta\theta$. The four-node error thus changes $T$ by about $1.3\times10^{-4}$ of its value. A separate integration of Newton's equations for both atoms reproduces the converged angle and transfer within the test tolerances of $10^{-7}$ rad and $10^{-6}$ keV.

The errors in radians, relative to the high-precision integral, are:

| $m$ | Gauss-Mehler | tail formula | raw midpoint |
|---|---|---|---|
| 2 | $1.6\times10^{-4}$ | $1.0\times10^{-4}$ | 0.50 |
| 4 | $-3.1\times10^{-5}$ | $-3.3\times10^{-5}$ | 0.35 |
| 8 | $-4.3\times10^{-7}$ | $-4.6\times10^{-7}$ | 0.25 |
| 16 | $-1.0\times10^{-9}$ | $-1.2\times10^{-9}$ | 0.18 |
| 32 | $3.5\times10^{-11}$ | $3.5\times10^{-11}$ | 0.13 |

The tail formula is an asymptotic result and is rough at $m=2$. Its agreement at larger $m$ identifies the distant screened tail, not the turning point, as the source of the remaining error.

The last column follows from $g\approx2G(1)(1-u)$ near $u=1$. Midpoints lie at distances $(j-\frac12)/m$ from the endpoint. Define $K=\lim_{M\to\infty}[2\sqrt M-\sum_{j=1}^M(j-\frac12)^{-1/2}]=0.6049$. The midpoint sum for $\int_0^1(1-u)^{-1/2}du=2$ is then $2-K/\sqrt m$ to leading order. The missing part makes the angle too large by

$$\frac{2pK}{\sqrt{2G(1)m}}.$$

With $G(1)=1.1328$ and $m=2000$ this is 0.01595 rad, as found numerically. An error of $10^{-6}$ rad would need about $5\times10^{11}$ midpoints.

## Choosing the number of nodes

Ignoring the prefactor, a tolerance $\tau$ in radians suggests

$$m\approx\frac{[\ln(1/\tau)]^2}{8\kappa_{\min}}.$$

The main example has $\kappa_{\min}=1.175$, which gives $m\approx20$ for $\tau=10^{-6}$. Eight nodes already meet that tolerance for this collision. The estimate omits the prefactor, which contains the weight 0.028 of the slowest exponential. The phase also helps: at $m=8$ the modulus of that term in the tail formula is $1.4\times10^{-6}$ rad, and only its real part enters the error. At the same energy and $b\approx0.16$ Å, eight nodes leave $1.4\times10^{-6}$ rad. The estimate shows the scaling only when $4m\gg\kappa_{\min}$. The integrals $J_j$ are dominated by $|\psi|\approx\sqrt{\kappa_j/N}$, which must be small for the tail formula to hold. For a steep potential with large $\kappa_{\min}$ the estimate can be far too low, so refinement should decide the number.

At $E=1000$ keV and $b=0.01$ Å the atoms approach to 0.0273 Å, and $\kappa_{\min}$ falls to 0.057. At $m=8$ the exponent $\sqrt{8\kappa_{\min}m}$ is 1.9, against 8.7 in the main example. The largest error for $m$ from 8 to 12 is $8.0\times10^{-5}$ rad, compared with $4.3\times10^{-7}$ rad. A fixed $m$ should therefore be validated over a range of impact parameters that includes close collisions at the highest energy, not just at a typical collision. The head-on limit alone is no test: the error carries a factor $p$, which vanishes there.

## Stability and failure modes

**Cancellation near closest approach.** The smallest $\sin^2\varphi_i$ is about $(\pi/4m)^2$. A rounding error $\epsilon V(r_0)/E$ in the potential difference is magnified by its inverse. Summing over nodes and dividing by $m$ leaves an error of order $m\epsilon V(r_0)/E$ in the mean when $G$ is near one. This is harmless for tens of nodes in double precision. For very large $m$, use the Taylor limit of $D$ near $u=1$. Writing $1-u^2$ as $\sin^2\varphi$ is convenient, but it does not remove this error, which is already present in the potential difference.

**An inaccurate root.** Without the subtraction, an error $\delta$ in $g(1)$ is compared with a value of about $G(1)(\pi/4m)^2$ at the node nearest $u=1$. The relative error at that node grows as $m^2$ and its effect on the mean as $m$; for large $m$ the square root can become imaginary. The subtracted form keeps $G$ positive for a decreasing potential even if $r_0$ is slightly wrong, although the angle still inherits the root error.

**Truncated or tabulated potentials.** A cutoff at $r_c>r_0$ puts a jump at $u=r_0/r_c$. One cell then carries an error proportional to its width, so the angle can err by $O(1/m)$. A continuous potential with a jump in slope gives $O(1/m^2)$. Split the $\varphi$ interval at such a point and use a Gauss-Legendre rule on each part, or use a smoother interpolation. Equal midpoint cells on each part would in general still leave an $O(1/m^2)$ error, because the separate parts lack the periodicity that makes the midpoint rule converge fast.

**Attractive regions.** The proof of a single turning point and of $G>p^2$ uses a decreasing potential. With a well, $h$ may have several roots; the outermost is the one reached from infinity. If $G$ approaches zero inside the interval, the pair nearly orbits and $F$ has a high, narrow peak that a few nodes cannot resolve.

**Physical accuracy.** The universal potential is an approximation. Electronic energy loss and neighbouring atoms are absent. A quadrature error of $10^{-9}$ rad verifies the numerical integration; it does not give the physical deflection to that accuracy.

## Calculated quantities

```
Inverse square: exact angle 0.73210108 rad, one-node error 0.0e+00 rad
Inverse fourth, q=0.5: error ratio m=3/m=2 0.008421, law 0.008332
Coulomb C/E=b=1: exact 0.92729522 rad, r0 1.618034
Coulomb m=32: error -3.8347e-05, law -3.8349e-05 rad
Yukawa C/E=b=screening length=1: r0 1.167586, theta 0.4834566467 rad
Yukawa m=16: error -9.5476e-09, law -1.0650e-08 rad
Yukawa m=24: error -9.2499e-10, law -9.0598e-10 rad
Yukawa m=32: error 1.9770e-10, law 1.9949e-10 rad
Silver: Z 47, E_lab 20.0 keV, E_cm 10.0 keV
Screening length 0.096634 angstrom
Coulomb strength 31.808817 keV angstrom
Universal screening: weight 0.18175, decay number 3.19980
Universal screening: weight 0.50986, decay number 0.94229
Universal screening: weight 0.28022, decay number 0.40290
Universal screening: weight 0.02817, decay number 0.20162
b 0.1 A: r0 0.343176 A, theta 2.30315928 rad, m=16 error 2.52e-08 rad, T 16.686286 keV
b 0.5 A: r0 0.563291 A, theta 0.45212195 rad, m=16 error -1.04e-09 rad, T 1.004779 keV
b 1.0 A: r0 1.012089 A, theta 0.05869290 rad, m=16 error 2.04e-10 rad, T 0.017219 keV
Main case b=0.5 A: p 0.887641, V(r0)/E 0.212093, G(1) 1.132832
Main case smallest kappa 1.175271
m=4 node 1: u 0.98078528, G^(-1/2) 0.94068829
m=4 node 2: u 0.83146961, G^(-1/2) 0.95027519
m=4 node 3: u 0.55557023, G^(-1/2) 0.97100914
m=4 node 4: u 0.19509032, G^(-1/2) 0.99586985
m=4 mean of G^(-1/2): 0.96446062
m=2: theta 0.4522810437, error 1.591e-04, tail law 1.015e-04, raw midpoint error 4.960e-01 rad
m=4: theta 0.4520910014, error -3.095e-05, tail law -3.299e-05, raw midpoint error 3.538e-01 rad
m=8: theta 0.4521215266, error -4.259e-07, tail law -4.622e-07, raw midpoint error 2.512e-01 rad
m=16: theta 0.4521219514, error -1.044e-09, tail law -1.184e-09, raw midpoint error 1.780e-01 rad
m=32: theta 0.4521219525, error 3.518e-11, tail law 3.548e-11, raw midpoint error 1.260e-01 rad
Reference theta 0.4521219525 rad = 25.904680 degrees
Trajectory theta 0.4521219525 rad, T 1.0047790 keV
Midpoint constant K 0.604899
Raw midpoint m=2000: error 1.59526e-02, law 1.59528e-02 rad
Close collision: E_cm 1000 keV, b 0.01 A, r0 0.027251 A
Close collision: theta 1.84429109 rad, smallest kappa 0.056857
Largest error for m=8 to 12: close 8.045e-05 rad, main 4.259e-07 rad
```
